# Net and nuclear charge of a partly stripped ion in stopping, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. The charge of an ion with a cloud

### The question

A phosphorus ion of 4 MeV moves through silicon with ten of its fifteen electrons still bound. To estimate the energy it loses to the valence electrons, one needs its charge. Treated as a point charge of 5, it loses 2607 eV/nm in the linear-response model developed in Part 2. Treated as a point charge of 15, it loses 23462 eV/nm in the same model. The ratio is $(15/5)^2=9$, because the loss is quadratic in the charge. Neither choice describes a nucleus surrounded by electrons: a distant electron feels the whole ion, while a particle that penetrates the cloud feels less screening. What is needed is a charge that depends on the collision.

Let $Z$ be the nuclear charge, $N$ the number of bound electrons and $Q=Z-N$ the net charge, all in units of the elementary charge $e$. The cloud is assumed spherical and frozen: it is neither deformed nor excited during a collision. Equations are in Hartree atomic units, where $\hbar=m=e=4\pi\varepsilon_0=1$ and $m$ is the electron mass. A charge $q$ then has the potential $q/r$, and a wave number $k$ is also a momentum. Lengths are in Bohr radii, 0.05292 nm each, and speeds in units of the Bohr speed $v_0$.

### Simple case: all electrons on one shell

Put the $N$ electrons on a thin sphere of radius $R$. By Gauss's law, a test charge outside the sphere feels $Q$ and one inside feels $Z$. In this case "distant" means $r>R$ and "close" means $r<R$.

A collision can also be labelled by the momentum $k$ that it transfers. For this, take the Fourier transform of the electron density, with the convention

$$F(\mathbf k)=\int d^3r\,e^{-i\mathbf k\cdot\mathbf r}\rho(\mathbf r).$$

On the shell the phase is $kR\mu$, where $\mu$ is the cosine of the angle between $\mathbf k$ and $\mathbf r$. All values of $\mu$ between $-1$ and 1 are equally likely on a sphere, so

$$F(k)=\frac N2\int_{-1}^{1}e^{-ikR\mu}\,d\mu=N\frac{\sin kR}{kR}.$$

The nucleus is a point, and its transform is $Z$ at every $k$. Electrons carry the opposite charge, so the source charge of the ion is

$$Z(k)=Z-F(k)=Z-N\frac{\sin kR}{kR}.$$

It tends to $Q$ for $kR\to0$ and to $Z$ for $kR\to\infty$. Between these limits it is not a charge enclosed by some sphere. At $kR=3\pi/2$ the sine is $-1$ and $Z(k)=Z+2N/(3\pi)$, which exceeds the nuclear charge. The source charge is an amplitude in which parts of the cloud interfere.

### Any spherical cloud

A spherical density is a sum of shells. The shell between $r$ and $r+dr$ holds $4\pi r^2\rho(r)\,dr$ electrons, so

$$F(k)=\int_0^\infty4\pi r^2\rho(r)\frac{\sin kr}{kr}\,dr.$$

For small $k$, use $\sin x/x=1-x^2/6+\dots$. If the mean square radius $\langle r^2\rangle$ is finite,

$$F(k)=N\left(1-\frac{k^2\langle r^2\rangle}{6}+\dots\right),\qquad Z(k)\to Q.$$

For large $k$ the sine oscillates ever faster over a smooth density, the contributions cancel, and $F(k)\to0$. The two end values $Q$ and $Z$ therefore do not depend on the particular cloud. What the cloud decides is the scale and the shape of the passage between them.

### The Brandt-Kitagawa cloud

The Brandt-Kitagawa model takes

$$\rho(r)=\frac{N}{4\pi\Lambda^2r}\,e^{-r/\Lambda},$$

with a single length $\Lambda$. The density diverges at the nucleus, but the number of electrons is finite:

$$\int_0^\infty4\pi r^2\rho\,dr=\frac N{\Lambda^2}\int_0^\infty r\,e^{-r/\Lambda}dr=\frac N{\Lambda^2}\Lambda^2=N.$$

In the form factor, one power of $r$ cancels against the density and another against $kr$:

$$F(k)=\frac{N}{k\Lambda^2}\int_0^\infty e^{-r/\Lambda}\sin kr\,dr.$$

Write the sine as the imaginary part of $e^{ikr}$. The integral becomes

$$\operatorname{Im}\frac1{1/\Lambda-ik}=\operatorname{Im}\frac{1/\Lambda+ik}{1/\Lambda^2+k^2}=\frac{k}{1/\Lambda^2+k^2}.$$

Multiplication by $N/(k\Lambda^2)$ gives

$$F(k)=\frac N{1+k^2\Lambda^2}.$$

This is a Lorentzian in $k$, centred at zero, with half width $1/\Lambda$. The source charge is

$$Z(k)=Z-\frac N{1+k^2\Lambda^2}=\frac{Q+Zk^2\Lambda^2}{1+k^2\Lambda^2}.$$

The second form follows from $Z(1+k^2\Lambda^2)-N=Q+Zk^2\Lambda^2$. The distances from the two limits are

$$Z(k)-Q=\frac{Nk^2\Lambda^2}{1+k^2\Lambda^2},\qquad Z-Z(k)=\frac N{1+k^2\Lambda^2}.$$

To leading order these are $Nk^2\Lambda^2$ for $k\Lambda\ll1$ and $N/(k\Lambda)^2$ for $k\Lambda\gg1$. Unlike the shell, this cloud gives a charge that rises steadily and stays below $Z$.

For $Z=15$ and $N=10$ the source charge is 5.099 at $k\Lambda=0.1$, 10.000 at $k\Lambda=1$ and 14.901 at $k\Lambda=10$. A factor of ten on either side of the midpoint leaves a tenth of a charge to the limit.

Comparing $F=N(1-k^2\Lambda^2+\dots)$ with the general expansion gives $\langle r^2\rangle=6\Lambda^2$. The direct integral agrees: $\Lambda^{-2}\int_0^\infty r^3e^{-r/\Lambda}dr=6\Lambda^2$.

### The same cloud in real space

The number of electrons within radius $r$ follows by integration by parts:

$$N_{\rm in}(r)=\frac N{\Lambda^2}\int_0^rs\,e^{-s/\Lambda}ds=N\left[1-\left(1+\frac r\Lambda\right)e^{-r/\Lambda}\right].$$

The enclosed charge is therefore

$$q_{\rm in}(r)=Z-N_{\rm in}(r)=Q+N\left(1+\frac r\Lambda\right)e^{-r/\Lambda}.$$

The potential that belongs to it is

$$\phi(r)=\frac{Q+Ne^{-r/\Lambda}}r.$$

To see this, differentiate:

$$-\frac{d\phi}{dr}=\frac{Q+Ne^{-r/\Lambda}}{r^2}+\frac{Ne^{-r/\Lambda}}{\Lambda r}=\frac{q_{\rm in}(r)}{r^2}.$$

This is the field required by Gauss's law, and $\phi$ vanishes at infinity. Both $r\phi$ and $q_{\rm in}$ go from $Z$ at the nucleus to $Q$ far away, but they differ in between. An electron shell outside $r$ exerts no force at $r$, yet it shifts the potential there.

### A passing ion: charge by impact parameter

Let the ion pass a free electron at rest on a straight line with speed $v$ and impact parameter $b$. Assume that the electron hardly moves during the passage. The force along the path is odd in time and cancels. The transverse impulse remains.

For a point charge $q$, with $s=vt$, its magnitude is

$$\Delta p=\frac{q}{v}\int_{-\infty}^{\infty}\frac{b\,ds}{(b^2+s^2)^{3/2}}=\frac{2q}{bv}.$$

The charge $Q$ in $\phi$ contributes $2Q/(bv)$. For the screened part, first integrate the potential along the path. With $s=b\sinh u$ one has $r=b\cosh u$ and $ds=r\,du$, so

$$\int_{-\infty}^{\infty}\frac{e^{-r/\Lambda}}r\,ds=2\int_0^\infty e^{-(b/\Lambda)\cosh u}du=2K_0(b/\Lambda),$$

where $K_0$ is a modified Bessel function. The transverse force is minus the derivative with respect to $b$, and $K_0'=-K_1$. The screened part thus gives $2NK_1(b/\Lambda)/(v\Lambda)$. Together,

$$\Delta p=\frac{2Z_b}{bv},\qquad Z_b=Q+N\frac b\Lambda K_1\!\left(\frac b\Lambda\right).$$

The limits can be read from the integral for $K_1$. Put $x=b/\Lambda$ and $w=x\sinh u$:

$$xK_1(x)=\int_0^\infty x\cosh u\,e^{-x\cosh u}du=\int_0^\infty e^{-\sqrt{x^2+w^2}}dw.$$

For $x\to0$ this is $\int_0^\infty e^{-w}dw=1$, so $Z_b\to Z$. For $x\gg1$, the expansion $\sqrt{x^2+w^2}\approx x+w^2/(2x)$ gives $\sqrt{\pi x/2}\,e^{-x}$, so $Z_b\to Q$ exponentially.

For $Z=15$ and $N=10$, $Z_b$ is 14.854, 11.019 and 5.002 at $b/\Lambda=0.1$, 1 and 10. These values apply only to an ion fast enough that $\Delta p\ll v$. At 4 MeV this fails near the cloud: with the speed 2.28 and the length $\Lambda=0.164$ found below, the formula gives $\Delta p=59$ at $b=\Lambda$, while an electron at rest can take up at most $2v=4.6$. Far outside the cloud, $Z_b$ approaches the net charge much faster with growing $b$ than $Z(k)$ does with falling $k$. The wave number picture has a power law where the impact parameter picture has an exponential, so replacing $k$ by $1/b$ is an estimate of scale and not an identity.

The precise link is an integral one. Integrating $\phi$ along the path selects wave vectors $\boldsymbol\kappa$ perpendicular to it. Poisson's equation gives $4\pi Z(\kappa)/\kappa^2$ for the transform of the integrated potential. The impulse is its gradient divided by $v$, with transform of magnitude $4\pi Z(\kappa)/(\kappa v)$. Parseval's theorem in two dimensions then reads

$$\int d^2b\left(\frac{2Z_b}{bv}\right)^2=\int\frac{d^2\kappa}{(2\pi)^2}\left(\frac{4\pi Z(\kappa)}{\kappa v}\right)^2.$$

With $d^2b=2\pi b\,db$ and $d^2\kappa=2\pi\kappa\,d\kappa$, both sides carry the factor $8\pi/v^2$, and formally

$$\int Z_b^2\,\frac{db}b=\int Z(\kappa)^2\,\frac{d\kappa}\kappa.$$

Each side diverges logarithmically at both ends. The relation is meaningful when $Z_b$ and $Z(\kappa)$ are replaced by the differences between two ions with equal $Z$ and $N$ but different $\Lambda$, since these differences vanish at both ends. It shows that close and distant collisions are weighted by equal logarithmic intervals in either description.

### How large is the cloud?

The length $\Lambda$ is fixed by minimizing an energy in a statistical model. A uniform electron gas with two spins fills momenta up to $k_F$, with $\rho=2(4\pi k_F^3/3)/(2\pi)^3=k_F^3/(3\pi^2)$. The mean kinetic energy per electron is $\frac35k_F^2/2$. Applied locally, this gives the Thomas-Fermi kinetic energy

$$T=\frac3{10}(3\pi^2)^{2/3}\int4\pi r^2\rho^{5/3}dr.$$

Insertion of $\rho$ leaves the integral

$$\int_0^\infty r^{1/3}e^{-5r/(3\Lambda)}dr=\Gamma\!\left(\tfrac43\right)\left(\frac{3\Lambda}5\right)^{4/3}.$$

The powers of $\Lambda$ combine as $-10/3+4/3=-2$, and those of $4\pi$ as $1-5/3=-2/3$. Hence $T=aN^{5/3}/\Lambda^2$ with

$$a=\frac3{10}(3\pi^2)^{2/3}(4\pi)^{-2/3}\,\Gamma\!\left(\tfrac43\right)\left(\tfrac35\right)^{4/3}=0.24005.$$

The attraction to the nucleus is $-Z\int4\pi r\rho\,dr=-ZN/\Lambda$. The repulsion follows from building the cloud shell by shell, each shell being brought up to the electrons already inside it:

$$W=\int_0^\infty4\pi r\rho\,N_{\rm in}\,dr=\frac{N^2}{\Lambda}\left(1-\frac12-\frac14\right)=\frac{N^2}{4\Lambda}.$$

The three terms in the bracket are the integrals of $e^{-y}$, $e^{-2y}$ and $ye^{-2y}$ with $y=r/\Lambda$.

The model multiplies $W$ by a factor $\lambda$ that is still to be chosen:

$$E=\frac{aN^{5/3}}{\Lambda^2}-\frac{N(Z-\lambda N/4)}\Lambda.$$

Setting $dE/d\Lambda=0$ gives

$$\Lambda=\frac{2aN^{2/3}}{Z-\lambda N/4},\qquad E_{\min}=-\frac{N^{1/3}(Z-\lambda N/4)^2}{4a}.$$

Now require that the energy be lowest for the neutral atom. The logarithmic derivative of $|E_{\min}|$ with respect to $N$ vanishes when

$$\frac1{3N}=\frac{\lambda/2}{Z-\lambda N/4},\qquad\text{so}\qquad Z=\frac74\lambda N.$$

For $N=Z$ this gives $\lambda=4/7$ and

$$\Lambda=\frac{0.480\,N^{2/3}}{Z-N/7}.$$

With the unscaled repulsion, $\lambda=1$, the lowest energy would lie at $N=4Z/7$, and the model atom would prefer to be an ion. The factor 4/7 repairs this defect by a condition on neutrality. It is not a computed property of the electron repulsion.

Two limits show where the result may be trusted. For a neutral atom $\Lambda=\frac76(0.480)Z^{-1/3}$, the usual Thomas-Fermi scaling of atomic size. For one electron and large $Z$ the energy is $-Z^2/(4a)\approx-1.04Z^2$, while the hydrogen-like ion has $-Z^2/2$. The statistical energy is wrong by a factor of two there, so the model is meant for ions that keep many electrons.

## Part 2. What the electrons of a solid see

### Symbols and results carried over

The ion has nuclear charge $Z$, $N$ bound electrons, net charge $Q=Z-N$, speed $v$ and cloud length $\Lambda=0.480N^{2/3}/(Z-N/7)$. Its source charge at wave number $k$ and its impulse charge at impact parameter $b$ are

$$Z(k)=\frac{Q+Zk^2\Lambda^2}{1+k^2\Lambda^2},\qquad Z_b=Q+N\frac b\Lambda K_1\!\left(\frac b\Lambda\right).$$

The charge inside radius $r$ is $Q+N(1+r/\Lambda)e^{-r/\Lambda}$. Hartree atomic units remain in use, and the cloud is frozen and spherical.

### Simple case: free electrons at rest

Let the ion cross a gas of $n$ electrons per unit volume, all at rest and independent. An electron at impact parameter $b$ gains $(\Delta p)^2/2$, with $\Delta p=2Z_b/(bv)$. The energy lost per unit path, the stopping power $S$, is

$$S=n\int2\pi b\,db\;\frac12\left(\frac{2Z_b}{bv}\right)^2=\frac{4\pi n}{v^2}\int Z_b^2\,\frac{db}b.$$

By the Parseval relation of Part 1 this corresponds to

$$S=\frac{\omega_p^2}{v^2}\int Z(k)^2\,\frac{dk}k,\qquad\omega_p^2=4\pi n.$$

Limits are needed at both ends. A heavy ion that gives up momentum $\mathbf k$ loses the energy $\mathbf k\cdot\mathbf v\le kv$. A free electron at rest that takes up $k$ gains $k^2/2$. Equality of the two requires

$$k\le2v.$$

This bound qualifies the statement that close collisions see the nucleus. To first order in the ion's potential, a collision that transfers $k$ is governed by $Z(k)$. In this approximation an electron meets nearly the full nuclear charge only if $2v\Lambda\gg1$, and for a slow ion even the hardest electron collision does not resolve the inside of the cloud. The first-order picture leaves out that a strong attraction can pull a slow electron into the cloud.

The lower limit comes from the response of the gas as a whole, which independent electrons do not contain.

For free electrons at rest, the stopping power is now an integral of $Z(k)^2$ over equal logarithmic intervals of $k$, with the upper limit $2v$. What remains is to obtain the lower limit from the collective response of the medium, and then to evaluate the effective charge for phosphorus in silicon.
